# Transformation freedom and reference values in Drago E and C fits: test program

```python
"""Drago E and C parameters: freedom left by adduct enthalpies.

Result under test: H = A B^T, with H[i,j] = -Delta H of acid i + base j,
A rows = (E,C) of acids, B rows = (E,C) of bases. For rank-two H, all
parameter sets are A M^-1, B M^T with M an invertible 2x2 matrix.
Enthalpies are in kJ/mol, E and C in (kJ/mol)^(1/2).
The script also tests reference choices, missing data, a constant W for
each acid, and the size of effects outside the two-term model.
"""
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(12)
A = np.array([[9, 3], [4, 5], [7, 3], [6, 4]], float)
B = np.array([[7, 4], [3, 9], [8, 10], [5, 12], [8, 7]], float)
base_names = ["ether-like", "sulfide-like", "amine-like",
              "phosphine-like", "pyridine-like"]
m, n = len(A), len(B)
H = np.array([[sum(a[k] * b[k] for k in range(2)) for b in B] for a in A])


def det2(u, v):
    return u[0] * v[1] - u[1] * v[0]


def transform(M, acids=A, bases=B):
    return acids @ np.linalg.inv(M), bases @ M.T


def derivative_rank(function, x):
    """Rank of the central-difference Jacobian."""
    step = 1e-3
    columns = []
    for k in range(len(x)):
        d = np.zeros(len(x))
        d[k] = step
        columns.append((function(x + d) - function(x - d)) / (2 * step))
    return np.linalg.matrix_rank(np.array(columns).T, tol=1e-5)


def best_rank_two(matrix):
    u, s, vt = np.linalg.svd(matrix, full_matrices=False)
    return (u[:, :2] * s[:2]) @ vt[:2], s


# Converse: a factorization found without A and B must be linked by M.
u, s, vt = np.linalg.svd(H, full_matrices=False)
A_svd = u[:, :2] * np.sqrt(s[:2])
B_svd = vt[:2].T * np.sqrt(s[:2])
M_link = np.linalg.pinv(A_svd) @ A
assert np.allclose(B_svd, B @ M_link.T, atol=1e-9)
assert np.allclose(A_svd @ M_link, A, atol=1e-9)
assert abs(np.linalg.det(M_link)) > 1e-3


# Number of local freedoms for complete, degenerate and incomplete data.
def model(x, mask=None):
    acids = x[:2 * m].reshape(m, 2)
    bases = x[2 * m:2 * (m + n)].reshape(n, 2)
    values = acids @ bases.T
    return values.ravel() if mask is None else values[mask]


x0 = np.r_[A.ravel(), B.ravel()]
null_full = len(x0) - derivative_rank(model, x0)
A_same_ratio = np.outer([1, 2, 3, 4], [2, 1])
x_deg = np.r_[A_same_ratio.ravel(), B.ravel()].astype(float)
null_deg = len(x_deg) - derivative_rank(model, x_deg)
mask_good = np.zeros((m, n), bool)
mask_good[:2, :] = True
mask_good[:, :2] = True
mask_bad = np.ones((m, n), bool)
mask_bad[3, 1:] = False
null_good = len(x0) - derivative_rank(lambda x: model(x, mask_good), x0)
null_bad = len(x0) - derivative_rank(lambda x: model(x, mask_bad), x0)
assert null_full == 4 and null_deg == n + 2
assert null_good == 4 and null_bad == 5
H_completed = H[:, :2] @ np.linalg.inv(H[:2, :2]) @ H[:2, :]
assert np.allclose(H_completed, H, atol=1e-9)
A_loose = A.copy()
A_loose[3] += 0.5 * np.array([-B[0, 1], B[0, 0]])
H_loose = A_loose @ B.T
assert np.allclose(H_loose[mask_bad], H[mask_bad])
assert abs(H_loose[3, 1] - H[3, 1]) > 1


# A free constant for each acid, or for acid 1 only.
def model_w(x):
    w = np.zeros(m)
    extra = x[2 * (m + n):]
    w[:len(extra)] = extra
    return (model(x).reshape(m, n) + w[:, None]).ravel()


x_all_w = np.r_[x0, np.zeros(m)]
x_one_w = np.r_[x0, 0.0]
null_all_w = len(x_all_w) - derivative_rank(model_w, x_all_w)
null_one_w = len(x_one_w) - derivative_rank(model_w, x_one_w)
assert null_all_w == 6 and null_one_w == 4
t = np.array([0.7, -0.4])
x_shift = np.r_[A.ravel(), (B + t).ravel(), -A @ t]
assert np.allclose(model_w(x_shift), H.ravel())

# Mixed references: acid 1 = (1,1), E of base 1 and C of base 2.
e_ref, c_ref = 50.0, 40.0
B_anchor = np.array([[e_ref, H[0, 0] - e_ref],
                     [H[0, 1] - c_ref, c_ref]])
A_new = H[:, :2] @ np.linalg.inv(B_anchor.T)
B_new = (np.linalg.inv(A_new[:2]) @ H[:2]).T
# Independent route: solve the reference conditions for the SVD factors.
lhs = np.array([[1, 0, 1, 0], [0, 1, 0, 1],
                [*B_svd[0], 0, 0], [0, 0, *B_svd[1]]])
rhs = np.r_[A_svd[0], e_ref, c_ref]
M_mixed = np.linalg.solve(lhs, rhs).reshape(2, 2)
A_check, B_check = transform(M_mixed, A_svd, B_svd)
assert np.allclose(A_check, A_new, atol=1e-8)
assert np.allclose(B_check, B_new, atol=1e-8)
assert np.allclose(A_new @ B_new.T, H, atol=1e-8)
reference_sum = e_ref / H[0, 0] + c_ref / H[0, 1]
c_bad = H[0, 1] * (1 - e_ref / H[0, 0])
rhs_bad = np.r_[A_svd[0], e_ref, c_bad]
M_bad = np.linalg.solve(lhs, rhs_bad).reshape(2, 2)
assert abs(np.linalg.det(M_bad)) < 1e-8
assert abs(reference_sum - 1) > 0.1


# How many transformation freedoms do three reference choices remove?
def reference_values(x, kind):
    acids, bases = transform(x.reshape(2, 2))
    if kind == "two acids":
        return acids[:2].ravel()
    if kind == "mixed":
        return np.r_[acids[0], bases[0, 0], bases[1, 1]]
    return np.r_[acids[0], bases[0]]


kinds = ["two acids", "mixed", "one acid and one base"]
ref_ranks = [derivative_rank(lambda x, k=k: reference_values(x, k),
                             np.eye(2).ravel()) for k in kinds]
assert ref_ranks == [4, 4, 3]
y = np.array([-A[0, 1], A[0, 0]])
z = np.array([-B[0, 1], B[0, 0]])
A_family, B_family = transform(np.eye(2) + 0.02 * np.outer(y, z))
assert np.allclose(A_family[0], A[0])
assert np.allclose(B_family[0], B[0])
assert np.allclose(A_family @ B_family.T, H)
assert np.max(abs(A_family[1] - A[1])) > 0.1

# Invariant cross-ratio, obtained from enthalpy minors and from C/E.


def cross_ratio(bases):
    r = bases[:, 1] / bases[:, 0]
    return (r[0]-r[2])*(r[1]-r[3]) / ((r[0]-r[3])*(r[1]-r[2]))


def minor(j, k):
    return np.linalg.det(H[:2, [j, k]])


cross_H = minor(0, 2) * minor(1, 3) / (minor(0, 3) * minor(1, 2))
assert np.isclose(cross_H, cross_ratio(B))
assert np.isclose(cross_H, cross_ratio(B_new))

# Any E share is possible if negative parameters are allowed.
i, j = 2, 2
a, b, h = A[i], B[j], H[i, j]
for share in [-0.5, 0.1, 0.5, 1.4]:
    row = share * h * b / (b @ b) + np.array([-b[1], b[0]])
    Aa, Bb = transform(np.array([row, a - row]))
    assert np.isclose(Aa[i, 0] * Bb[j, 0] / h, share)
    assert np.allclose(Aa @ Bb.T, H)

# Positive parameters: four-corner limits against random transformations.
acid_order = np.argsort(A[:, 1] / A[:, 0])
base_order = np.argsort(B[:, 1] / B[:, 0])
a_low, a_high = A[acid_order[0]], A[acid_order[-1]]
b_low, b_high = B[base_order[0]], B[base_order[-1]]
rows1 = [a_low, np.array([b_high[1], -b_high[0]])]
rows2 = [a_high, np.array([-b_low[1], b_low[0]])]
corners = [det2(a, r2) * (r1 @ b) / (det2(r1, r2) * h)
           for r1 in rows1 for r2 in rows2]
share_min, share_max = min(corners), max(corners)
M_random = rng.normal(size=(1000000, 2, 2))
determinant = np.linalg.det(M_random)
M_random = M_random[determinant > 1e-5]
bases_random = np.einsum("jk,qlk->qjl", B, M_random)
M_random = M_random[np.all(bases_random > 0, axis=(1, 2))]
acids_random = np.einsum("ik,qkl->qil", A, np.linalg.inv(M_random))
keep = np.all(acids_random > 0, axis=(1, 2))
M_random, acids_random = M_random[keep], acids_random[keep]
shares = acids_random[:, i, 0] * (M_random[:, 0] @ b) / h
assert shares.min() >= share_min - 1e-8
assert shares.max() <= share_max + 1e-8
# Finite random sampling approaches, but does not reach, the corners.
assert shares.min() < share_min + 0.03
assert shares.max() > share_max - 0.03

# Alternating least-squares fits of noisy data from different starts.
noise_size = 1.0
H_noisy = H + rng.normal(scale=noise_size, size=H.shape)
H_best, singular_noisy = best_rank_two(H_noisy)
assert singular_noisy[1] > singular_noisy[2]
raw_values, referenced_values = [], []
for start in range(6):
    bases = rng.uniform(1, 10, size=(n, 2))
    for cycle in range(200):
        acids = np.linalg.lstsq(bases, H_noisy.T, rcond=None)[0].T
        bases = np.linalg.lstsq(acids, H_noisy, rcond=None)[0].T
    assert np.allclose(acids @ bases.T, H_best, atol=1e-7)
    raw_values.append(np.r_[acids.ravel(), bases.ravel()])
    M_ref = np.linalg.inv(A[:2]) @ acids[:2]
    acids, bases = transform(M_ref, acids, bases)
    assert np.allclose(acids[:2], A[:2])
    referenced_values.append(np.r_[acids.ravel(), bases.ravel()])
raw_spread = np.max(np.ptp(raw_values, axis=0))
ref_spread = np.max(np.ptp(referenced_values, axis=0))
assert raw_spread > 0.1 and ref_spread < 1e-6

# Effects outside the two-term model and the misfit they leave.
dimer_cost, strain = 40.0, 10.0
T_low, T_high = 298.15, 400.0
thermal_unit = const.R * (T_high - T_low) / 1000
thermal_up, thermal_down = 4 * thermal_unit, -2 * thermal_unit
H_dimer, H_strain = H.copy(), H.copy()
H_dimer[0] -= dimer_cost
H_strain[2, 2] -= strain
misfits = []
for changed in [H_dimer, H_strain, H + thermal_up, H + thermal_down]:
    fitted, singular = best_rank_two(changed)
    assert singular[2] > 1e-5
    misfits.append(np.max(abs(changed - fitted)))

print("E,C in (kJ/mol)^(1/2); H = -Delta H in kJ/mol")
for k in range(m):
    print(f"Acid {k+1}: old E,C = {A[k,0]:.3f}, {A[k,1]:.3f}; "
          f"new = {A_new[k,0]:.3f}, {A_new[k,1]:.3f}")
for k in range(n):
    print(f"Base {k+1} {base_names[k]}: old E,C = {B[k,0]:.3f}, "
          f"{B[k,1]:.3f}; new = {B_new[k,0]:.3f}, {B_new[k,1]:.3f}")
for k in range(m):
    print(f"H acid {k+1}, bases 1-5 (kJ/mol):", np.round(H[k], 3))
print(f"Largest change of H between tables: "
      f"{np.max(abs(A_new @ B_new.T-H)):.1e} kJ/mol")
M_tables = np.linalg.inv(A_new[:2]) @ A[:2]
assert np.allclose(B_new, B @ M_tables.T)
print("M from old to new, row 1:", np.round(M_tables[0], 4))
print("M from old to new, row 2:", np.round(M_tables[1], 4))
print(f"det M = {np.linalg.det(M_tables):.4f}")
print(f"Mixed reference e = {e_ref:.1f}, c = {c_ref:.1f}")
print(f"e/h11 + c/h12 = {reference_sum:.4f}; singular c = {c_bad:.3f}")
print("Freedoms, complete data:", null_full)
print("Freedoms, acids with one C/E ratio:", null_deg)
print(f"Measured pairs {mask_good.sum()}, well placed: freedoms {null_good}")
print(f"Measured pairs {mask_bad.sum()}, poorly placed: freedoms {null_bad}")
print(f"Unmeasured acid 4 + base 2: {H[3,1]:.1f} or "
      f"{H_loose[3,1]:.1f} kJ/mol")
print("Freedoms, W for every acid:", null_all_w)
print("Freedoms, W for acid 1 only:", null_one_w)
for kind, rank in zip(kinds, ref_ranks):
    print(f"Freedoms removed by {kind}: {rank}")
print(f"One acid/base fixed: acid 2 E,C = {A_family[1,0]:.3f}, "
      f"{A_family[1,1]:.3f}")
eV = h * 1000 / const.N_A / const.e
print(f"Acid 3 + base 3: H = {h:.2f} kJ/mol = {eV:.4f} eV")
print(f"Its E share, old table: {100*A[i,0]*B[j,0]/h:.2f} %")
print(f"Its E share, new table: {100*A_new[i,0]*B_new[j,0]/h:.2f} %")
print(f"Positive-parameter limits, det M > 0: "
      f"{100*share_min:.2f} to {100*share_max:.2f} %")
print(f"Invariant base cross-ratio: {cross_H:.5f}")
print(f"Noise standard deviation: {noise_size:.1f} kJ/mol; fits: 6")
print("Noisy singular values (kJ/mol):", np.round(singular_noisy, 3))
print(f"Largest parameter spread, no references: {raw_spread:.3f}")
print(f"Largest parameter spread, two acids fixed: {ref_spread:.1e}")
print(f"Dimer cost {dimer_cost:.1f}; max misfit {misfits[0]:.3f} kJ/mol")
print(f"Pair strain {strain:.1f}; max misfit {misfits[1]:.3f} kJ/mol")
print(f"Temperatures: {T_low:.2f} and {T_high:.2f} K")
print(f"Thermal H shift {thermal_up:.3f}; misfit {misfits[2]:.3f} kJ/mol")
print(f"Thermal H shift {thermal_down:.3f}; misfit {misfits[3]:.3f} kJ/mol")
print("ALL CHECKS PASSED")
```

Running it gives:

```
E,C in (kJ/mol)^(1/2); H = -Delta H in kJ/mol
Acid 1: old E,C = 9.000, 3.000; new = 1.000, 1.000
Acid 2: old E,C = 4.000, 5.000; new = 0.300, 1.320
Acid 3: old E,C = 7.000, 3.000; new = 0.752, 0.937
Acid 4: old E,C = 6.000, 4.000; new = 0.588, 1.144
Base 1 ether-like: old E,C = 7.000, 4.000; new = 50.000, 25.000
Base 2 sulfide-like: old E,C = 3.000, 9.000; new = 14.000, 40.000
Base 3 amine-like: old E,C = 8.000, 10.000; new = 51.608, 50.392
Base 4 phosphine-like: old E,C = 5.000, 12.000; new = 26.392, 54.608
Base 5 pyridine-like: old E,C = 8.000, 7.000; new = 54.667, 38.333
H acid 1, bases 1-5 (kJ/mol): [ 75.  54. 102.  81.  93.]
H acid 2, bases 1-5 (kJ/mol): [48. 57. 82. 80. 67.]
H acid 3, bases 1-5 (kJ/mol): [61. 48. 86. 71. 77.]
H acid 4, bases 1-5 (kJ/mol): [58. 54. 88. 78. 76.]
Largest change of H between tables: 2.8e-14 kJ/mol
M from old to new, row 1: [ 7.7255 -1.0196]
M from old to new, row 2: [1.2745 4.0196]
det M = 32.3529
Mixed reference e = 50.0, c = 40.0
e/h11 + c/h12 = 1.4074; singular c = 18.000
Freedoms, complete data: 4
Freedoms, acids with one C/E ratio: 7
Measured pairs 14, well placed: freedoms 4
Measured pairs 16, poorly placed: freedoms 5
Unmeasured acid 4 + base 2: 54.0 or 79.5 kJ/mol
Freedoms, W for every acid: 6
Freedoms, W for acid 1 only: 4
Freedoms removed by two acids: 4
Freedoms removed by mixed: 4
Freedoms removed by one acid and one base: 3
One acid/base fixed: acid 2 E,C = 5.056, 3.152
Acid 3 + base 3: H = 86.00 kJ/mol = 0.8913 eV
Its E share, old table: 65.12 %
Its E share, new table: 45.10 %
Positive-parameter limits, det M > 0: 19.71 to 96.47 %
Invariant base cross-ratio: 0.12723
Noise standard deviation: 1.0 kJ/mol; fits: 6
Noisy singular values (kJ/mol): [327.808  19.519   1.251   0.458]
Largest parameter spread, no references: 73.201
Largest parameter spread, two acids fixed: 2.6e-14
Dimer cost 40.0; max misfit 4.461 kJ/mol
Pair strain 10.0; max misfit 5.045 kJ/mol
Temperatures: 298.15 and 400.00 K
Thermal H shift 3.387; misfit 0.065 kJ/mol
Thermal H shift -1.694; misfit 0.036 kJ/mol
ALL CHECKS PASSED
```
